# Exponent relation for conserved surface growth with nonconserved deposition noise: a program that tests the result

```python
# Result under test: for height h(x,t) on a d-dimensional substrate with
#   dh/dt = -div(current) + white deposition noise of strength 2D,
# the dynamic exponent z and roughness exponent alpha obey z = 2*alpha + d.
# Reason tested: the spectrum S(k,t) = <|h_k|^2>/L^d tends to 2*D*t as k -> 0.
# Controls with nonconserved dynamics must violate the law.
# Lattice spacing is 1 in the simulations; the film example uses nm, s, eV.
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(20240)


# ---------- atomistic growth: long-wave noise after a fixed coverage ----------
def grow(rule, sites, layers, replicas):
    """Return heights and landing counts, arrays (sites, replicas)."""
    h = np.zeros((sites, replicas), dtype=np.int32)
    landed = np.zeros_like(h)
    col = np.arange(replicas)
    for _ in range(sites * layers):
        i = rng.integers(0, sites, replicas)
        landed[i, col] += 1
        b, c, d = [h[(i + m) % sites, col] for m in (-1, 0, 1)]
        if rule == "ballistic":
            h[i, col] = np.maximum(np.maximum(b, d), c + 1)
            continue
        a, e = h[(i - 2) % sites, col], h[(i + 2) % sites, col]
        # lateral bonds an atom would have at the left, landing and right site
        left = (a > b) * 1 + (c > b)
        here = (b > c) * 1 + (d > c)
        right = (c > d) * 1 + (e > d)
        coin = 2 * rng.integers(0, 2, replicas) - 1
        side = np.where(left > right, -1, np.where(right > left, 1, coin))
        move = np.where(np.maximum(left, right) > here, side, 0)
        h[(i + move) % sites, col] += 1
    return h, landed


def spectrum(field, modes):
    f = np.fft.fft(field, axis=0)[1:modes + 1]
    return np.mean(np.abs(f) ** 2, axis=1) / field.shape[0]


sites, layers, replicas = 128, 20, 3000
h_wv, landed = grow("wolf-villain", sites, layers, replicas)
ratio_wv = spectrum(h_wv, 3).mean() / layers
current_part = spectrum(h_wv - landed, 2)
current_share = current_part[0] / layers
current_growth = current_part[1] / current_part[0]
h_bd, _ = grow("ballistic", sites, layers, replicas)
ratio_bd = spectrum(h_bd, 3).mean() / layers
print(f"Atomistic runs: {sites} sites, {layers} layers, {replicas} replicas")
print(f"Wolf-Villain: S(small k)/shot noise = {ratio_wv:.3f}")
print(f"Wolf-Villain: current part/shot noise at k1 = {current_share:.5f}")
print(f"Wolf-Villain: current part, k2 over k1 = {current_growth:.2f} (k^2: 4)")
print(f"Ballistic deposition: S(small k)/shot noise = {ratio_bd:.2f}")
# sampling error of the three-mode mean is about one per cent
assert abs(ratio_wv - 1) < 0.05
assert 3.3 < current_growth < 4.7
assert ratio_bd > 2


# ---------- nonlinear Langevin equations: measured exponents, d = 1 ----------
def laplacian(f):
    return np.roll(f, 1, axis=0) + np.roll(f, -1, axis=0) - 2 * f


def stationary_mode(size, conserved, burn_time, window_time):
    """Stationary spectrum and correlation half-time of the longest wave."""
    dt, noise_d, bound = 0.05, 1.0, 0.1
    coupling = 2.0 if conserved else 4.0
    copies = 9600 // size
    kick = math.sqrt(2 * noise_d * dt)
    wave = np.exp(-2j * np.pi * np.arange(size) / size)
    burn, window = int(burn_time / dt), int(window_time / dt)
    stride = max(1, window // 200)
    h = np.zeros((size, copies), dtype=np.float32)
    record = []
    for step in range(burn + window):
        up, down = np.roll(h, -1, axis=0), np.roll(h, 1, axis=0)
        curvature = up + down - 2 * h
        slope2 = (0.5 * (up - down)) ** 2
        push = (0.5 * coupling) * slope2 / (1 + bound * slope2)
        if conserved:
            drift = laplacian(push - curvature)
        else:
            drift = push + curvature
        h = h + dt * drift + kick * rng.standard_normal(
            h.shape, dtype=np.float32)
        if step >= burn and (step - burn) % stride == 0:
            record.append(wave @ h)
    q = np.array(record)
    n = len(q)
    power = np.mean(np.abs(q) ** 2)
    corr = np.array([np.mean((q[m:] * q[:n - m].conj()).real) / power
                     for m in range(n // 2)])
    j = int(np.argmax(corr < 0.5))
    assert j > 0, "correlation did not fall to one half in the window"
    lag = j - 1 + (corr[j - 1] - 0.5) / (corr[j - 1] - corr[j])
    return power / size, lag * stride * dt


def measured_exponents(name, conserved, sizes, power_law, burn, window):
    data = []
    for size in sizes:
        unit = size ** power_law
        s, half = stationary_mode(size, conserved, burn * unit, window * unit)
        data.append((s, half))
        print(f"{name}, L={size}: S(k1)={s:.4g}, half-time={half:.4g}"
              " (model units)")
    span = math.log(sizes[-1] / sizes[0])
    static = math.log(data[-1][0] / data[0][0]) / span
    dynamic = math.log(data[-1][1] / data[0][1]) / span
    print(f"{name}: 2*alpha+d = {static:.2f}, z = {dynamic:.2f}, "
          f"difference = {static - dynamic:.2f}")
    return static, dynamic


static_c, z_c = measured_exponents(
    "Conserved nonlinear", True, (8, 16, 32), 3.0, 0.012, 0.018)
static_k, z_k = measured_exponents(
    "KPZ control", False, (16, 32, 64), 1.5, 0.25, 0.40)
# effective exponents of small systems: sampling error a few hundredths,
# plus a slow drift of the amplitude ratio between the sizes
assert abs(static_c - z_c) < 0.2
assert static_c < 3.6      # the nonlinearity has moved alpha off the linear 3/2
assert static_k - z_k > 0.25


# ---------- linear equations: exponents from sums over modes ----------
def linear_exponents(d, order, noise_power, size):
    """Relaxation rate k^order, noise spectrum 2*k^noise_power."""
    saturated, half_times = [], []
    for length in (size, 2 * size):
        k1 = 2 * np.pi * np.fft.fftfreq(length)
        if d == 1:
            k = np.abs(k1)
        else:
            k = np.hypot(k1[:, None], k1[None, :]).ravel()
        k = k[k > 0]
        weight = k ** (noise_power - order) / length ** d
        rate = 2 * k ** order
        full = weight.sum()

        def excess(log_t):
            grown = -np.expm1(-rate * math.exp(log_t))
            return np.sum(weight * grown) / full - 0.5

        top = math.log(10.0 * length ** order)
        half_times.append(math.exp(brentq(excess, -15, top)))
        saturated.append(full)
    alpha = 0.5 * math.log2(saturated[1] / saturated[0])
    return alpha, math.log2(half_times[1] / half_times[0])


for d, order, p, size in ((1, 2, 0, 256), (1, 4, 0, 256),
                          (2, 4, 0, 64), (1, 4, 2, 256)):
    alpha, z = linear_exponents(d, order, p, size)
    print(f"Linear d={d}, rate k^{order}, noise k^{p}: alpha={alpha:.3f}, "
          f"z={z:.3f}, 2*alpha+d={2 * alpha + d:.3f}")
    assert abs(z - (2 * alpha + d + p)) < 0.05
    assert abs(alpha - (order - d - p) / 2) < 0.03

# ---------- worked example: film in the regime of low-temperature silicon ----
speed = 0.1                    # nm/s, rough
atom_volume = 0.020            # nm^3, rough
site_spacing = 0.38            # nm, rough
temperature = 573.0            # K
kappa = 0.1                    # nm^4/s, round model value
duration = 1000.0              # s
stiffness_si = 1.0             # J/m^2, rough
kt = constants.k * temperature / constants.e
stiffness = stiffness_si * 1e-18 / constants.e      # eV/nm^2
noise = 0.5 * speed * atom_volume                   # D, nm^4/s
xi = (kappa * duration) ** 0.25


def variance(stationary, k_max):
    """Height variance in d=2 from S = stationary(k)*(1-exp(-2*kappa*k^4*t))."""
    def integrand(y):
        k = math.exp(y) / xi
        grown = -math.expm1(-2 * kappa * k ** 4 * duration)
        return k * k / (2 * math.pi) * stationary(k) * grown
    return quad(integrand, -12, math.log(k_max * xi), limit=200)[0]


w2_closed = noise * math.sqrt(duration / (8 * math.pi * kappa))
w2_quad = variance(lambda k: noise / (kappa * k ** 4), math.exp(12) / xi)
assert abs(w2_quad / w2_closed - 1) < 1e-5
k_edge = math.pi / site_spacing
w2_lattice = variance(lambda k: noise / (kappa * k ** 4), k_edge)
w2_thermal = variance(lambda k: kt / (stiffness * k * k), k_edge)
floor = 2 * noise * duration
box = 1000.0
print(f"Film: v={speed} nm/s, atom volume={atom_volume} nm^3, "
      f"t={duration:.0f} s, thickness={speed * duration:.0f} nm")
print(f"Film: kappa={kappa} nm^4/s, T={temperature:.0f} K, kT={kt:.4f} eV")
print(f"Noise strength 2D = {2 * noise:.4f} nm^4/s")
print(f"Correlation length (kappa*t)^(1/4) = {xi:.2f} nm")
print(f"Rms roughness: closed form {math.sqrt(w2_closed):.4f} nm, "
      f"quadrature {math.sqrt(w2_quad):.4f} nm")
print(f"Rms roughness with lattice cutoff = {math.sqrt(w2_lattice):.4f} nm")
print(f"Long-wave spectrum 2Dt = {floor:.2f} nm^4")
print(f"Rms of mean height in a {box:.0f} nm box = "
      f"{math.sqrt(floor) / box:.5f} nm")
for alpha in (1.0, 2.0 / 3.0):
    z = 2 * alpha + 2
    print(f"d=2, alpha={alpha:.3f}: z={z:.3f}, beta={alpha / z:.3f}, "
          f"roughness factor per tenfold thickness={10 ** (alpha / z):.2f}")

# sizes of neglected effects for the same film
print(f"Neglected thermal noise: stiffness={stiffness_si} J/m^2, "
      f"variance/shot variance = {w2_thermal / w2_lattice:.2f}")
barrier, attempt = 3.0, 1e13
lost = attempt * math.exp(-barrier / kt) * duration
print(f"Neglected desorption: barrier={barrier} eV, attempts={attempt:.0e} /s,"
      f" lost layers={lost:.1e}")
flux_spread = 0.01
print(f"Neglected flux spread of {100 * flux_spread:.0f} %: "
      f"height difference = {flux_spread * speed * duration:.2f} nm")
uphill = speed * site_spacing
gain = uphill ** 2 * duration / (4 * kappa)
threshold = math.sqrt(4 * kappa / duration) / speed
print(f"Neglected uphill current, length {site_spacing} nm: "
      f"fastest mode gains exp({gain:.2f})")
print(f"Uphill length that gives one e-fold = {threshold:.2f} nm")
hop = 1.0
coupling = speed * hop ** 2
strength = coupling ** 2 * noise * xi ** 2 / kappa ** 3
print(f"Neglected nonlinearity: lambda=v*l^2={coupling:.2f} nm^3/s "
      f"(l={hop} nm), lambda^2*D*xi^2/kappa^3 = {strength:.2f}")
print("done: every assertion held")
```

It prints:

```
Atomistic runs: 128 sites, 20 layers, 3000 replicas
Wolf-Villain: S(small k)/shot noise = 0.988
Wolf-Villain: current part/shot noise at k1 = 0.00103
Wolf-Villain: current part, k2 over k1 = 4.10 (k^2: 4)
Ballistic deposition: S(small k)/shot noise = 6.93
Conserved nonlinear, L=8: S(k1)=2.538, half-time=1.67 (model units)
Conserved nonlinear, L=16: S(k1)=23.13, half-time=15.16 (model units)
Conserved nonlinear, L=32: S(k1)=189.7, half-time=119 (model units)
Conserved nonlinear: 2*alpha+d = 3.11, z = 3.08, difference = 0.03
KPZ control, L=16: S(k1)=5.713, half-time=2.45 (model units)
KPZ control, L=32: S(k1)=22.49, half-time=6.97 (model units)
KPZ control, L=64: S(k1)=86.72, half-time=18.97 (model units)
KPZ control: 2*alpha+d = 1.96, z = 1.48, difference = 0.49
Linear d=1, rate k^2, noise k^0: alpha=0.502, z=1.992, 2*alpha+d=2.003
Linear d=1, rate k^4, noise k^0: alpha=1.500, z=4.000, 2*alpha+d=4.000
Linear d=2, rate k^4, noise k^0: alpha=1.000, z=3.999, 2*alpha+d=4.000
Linear d=1, rate k^4, noise k^2: alpha=0.502, z=3.986, 2*alpha+d=2.003
Film: v=0.1 nm/s, atom volume=0.02 nm^3, t=1000 s, thickness=100 nm
Film: kappa=0.1 nm^4/s, T=573 K, kT=0.0494 eV
Noise strength 2D = 0.0020 nm^4/s
Correlation length (kappa*t)^(1/4) = 3.16 nm
Rms roughness: closed form 0.1412 nm, quadrature 0.1412 nm
Rms roughness with lattice cutoff = 0.1412 nm
Long-wave spectrum 2Dt = 2.00 nm^4
Rms of mean height in a 1000 nm box = 0.00141 nm
d=2, alpha=1.000: z=4.000, beta=0.250, roughness factor per tenfold thickness=1.78
d=2, alpha=0.667: z=3.333, beta=0.200, roughness factor per tenfold thickness=1.58
Neglected thermal noise: stiffness=1.0 J/m^2, variance/shot variance = 0.23
Neglected desorption: barrier=3.0 eV, attempts=1e+13 /s, lost layers=4.1e-11
Neglected flux spread of 1 %: height difference = 1.00 nm
Neglected uphill current, length 0.38 nm: fastest mode gains exp(3.61)
Uphill length that gives one e-fold = 0.20 nm
Neglected nonlinearity: lambda=v*l^2=0.10 nm^3/s (l=1.0 nm), lambda^2*D*xi^2/kappa^3 = 0.10
done: every assertion held
```
